# Voigt–Reuss Bounds and the Universal Elastic Anisotropy Index: a numerical check

```python
"""Voigt and Reuss bounds on polycrystal moduli, and the universal anisotropy index.

Result under test: for grains of one crystal with stiffness C and compliance S,
    K_R <= K* <= K_V   and   G_R <= G* <= G_V,
where K*, G* are the (isotropically projected) effective bulk and shear moduli,
V (Voigt) comes from the orientation average of C and R (Reuss) from that of S.
The index is A_U = 5 G_V/G_R + K_V/K_R - 6; for a cubic crystal it equals
(6/5)(A-1)^2/A with A = 2 C44/(C11-C12).
Stiffnesses are in GPa. 6x6 matrices act on components in an orthonormal basis
of symmetric tensors, so their shear diagonal entries are 2*C44, 2*C55, 2*C66.
"""
import itertools
import numpy as np
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
UNIT = np.array([1.0, 1.0, 1.0, 0.0, 0.0, 0.0])
PAIRS = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
BASIS = np.zeros((6, 3, 3))
for index, (i, j) in enumerate(PAIRS):
    BASIS[index, i, j] = BASIS[index, j, i] = 1.0 if i == j else np.sqrt(0.5)


def crystal(c11, c33, c12, c13, c44, c66):
    """Tetragonal stiffness; the cubic crystal is a special case."""
    matrix = np.diag([c11, c11, c33, 2 * c44, 2 * c44, 2 * c66]).astype(float)
    matrix[0, 1] = matrix[1, 0] = c12
    matrix[0, 2] = matrix[2, 0] = matrix[1, 2] = matrix[2, 1] = c13
    return matrix


def rotate(matrix, rotations):
    """Rotate a fourth-rank tensor by each 3x3 rotation in a stack."""
    q = np.einsum('aij,nik,bkl,njl->nab', BASIS, rotations, BASIS, rotations,
                  optimize=True)
    return q @ matrix @ np.swapaxes(q, 1, 2)


def voigt_moduli(stiffness):
    full = UNIT @ stiffness @ UNIT
    return full / 9, (np.trace(stiffness) - full / 3) / 10


def reuss_moduli(stiffness):
    compliance = np.linalg.inv(stiffness)
    full = UNIT @ compliance @ UNIT
    return 1 / full, 2.5 / (np.trace(compliance) - full / 3)


def isotropic(bulk, shear):
    spherical = np.outer(UNIT, UNIT) / 3
    return 3 * bulk * spherical + 2 * shear * (np.eye(6) - spherical)


# Quadrature over all orientations, exact for fourth-rank tensors.
nodes, node_weights = np.polynomial.legendre.leggauss(5)
angles = 2 * np.pi * np.arange(6) / 6
euler, weights = [], []
for alpha, gamma in itertools.product(angles, angles):
    for node, weight in zip(nodes, node_weights):
        euler.append([alpha, np.arccos(node), gamma])
        weights.append(weight / 2 / 36)
all_rotations = Rotation.from_euler('ZYZ', np.array(euler)).as_matrix()
weights = np.array(weights)


def orientation_average(stack):
    return np.einsum('n,nab->ab', weights, stack)


# Rough two-figure inputs for copper, and a round-parameter tetragonal model.
c11, c12, c44 = 170.0, 120.0, 75.0
copper = crystal(c11, c11, c12, c12, c44, c44)
tetra_input = dict(c11=200, c33=100, c12=80, c13=60, c44=40, c66=90)
tetragonal = crystal(**tetra_input)
eigenvectors = np.linalg.qr(rng.normal(size=(6, 6)))[0]
triclinic = eigenvectors @ np.diag([60., 80, 120, 160, 240, 400]) @ eigenvectors.T

# Averages by quadrature against the invariant-trace formulas.
contracted_index = []
for stiffness in (copper, tetragonal, triclinic):
    assert np.linalg.eigvalsh(stiffness).min() > 0
    rotated = rotate(stiffness, all_rotations)
    inverse = np.linalg.inv(rotated)
    mean_c, mean_s = orientation_average(rotated), orientation_average(inverse)
    kv, gv = voigt_moduli(stiffness)
    kr, gr = reuss_moduli(stiffness)
    assert np.allclose(mean_c, isotropic(kv, gv), atol=1e-8)
    x = np.linalg.inv(mean_s)
    assert np.allclose(x, isotropic(kr, gr), atol=1e-8)
    # The Voigt-Reuss gap is an average of positive semidefinite matrices.
    gap = orientation_average((rotated - x) @ inverse @ (rotated - x))
    assert np.allclose(gap, mean_c - x, atol=1e-8)
    assert np.linalg.eigvalsh(gap).min() > -1e-8
    contraction = np.trace(mean_c @ mean_s) - 6
    assert np.isclose(contraction, 5 * gv / gr + kv / kr - 6)
    contracted_index.append(contraction)

# Closed cubic formulas against the quadrature averages of copper.
copper_stack = rotate(copper, all_rotations)
copper_mean_c = orientation_average(copper_stack)
copper_mean_s = orientation_average(np.linalg.inv(copper_stack))
c_prime = (c11 - c12) / 2
bulk = (c11 + 2 * c12) / 3
g_voigt = (c11 - c12 + 3 * c44) / 5
g_reuss = 5 * (c11 - c12) * c44 / (4 * c44 + 3 * (c11 - c12))
zener = c44 / c_prime


def cubic_index(ratio):
    return 1.2 * (ratio - 1) ** 2 / ratio


assert np.isclose(copper_mean_c[3, 3] / 2, g_voigt)
assert np.isclose(1 / (2 * copper_mean_s[3, 3]), g_reuss)
assert np.isclose(UNIT @ copper_mean_c @ UNIT / 9, bulk)
assert np.isclose(1 / (UNIT @ copper_mean_s @ UNIT), bulk)
assert np.isclose(contracted_index[0], cubic_index(zener))
assert np.allclose(np.linalg.eigvalsh(copper),
                   sorted([3 * bulk] + 2 * [2 * c_prime] + 3 * [2 * c44]))

# Periodic elasticity: projector onto compatible strains at each wavevector.
SIZE = 15
frequency = np.fft.fftfreq(SIZE, 1 / SIZE)
wavevector = np.stack(np.meshgrid(frequency, frequency, frequency,
                                  indexing='ij'), axis=-1)
length = np.linalg.norm(wavevector, axis=-1, keepdims=True)
direction_cosines = wavevector / np.where(length == 0, 1, length)
symmetric_gradient = np.einsum('aij,...i->...aj', BASIS, direction_cosines)
projector = symmetric_gradient @ np.linalg.pinv(symmetric_gradient)


def apply(matrices, field):
    return (matrices @ field[..., None])[..., 0]


def compatible_part(field):
    spectrum = np.fft.fftn(field, axes=(0, 1, 2))
    return np.fft.ifftn(apply(projector, spectrum), axes=(0, 1, 2)).real


def effective_stiffness(local):
    """Solve equilibrium for six mean strains by conjugate gradients."""
    columns = []
    for load in np.eye(6):
        strain = np.broadcast_to(load, (SIZE, SIZE, SIZE, 6)).copy()
        stress = apply(local, strain)
        threshold = 1e-20 * np.sum(stress ** 2)
        residual = -compatible_part(stress)
        search = residual.copy()
        norm = np.sum(residual ** 2)
        for _ in range(400):
            if norm < threshold:
                break
            image = compatible_part(apply(local, search))
            step = norm / np.sum(search * image)
            strain += step * search
            residual -= step * image
            new_norm = np.sum(residual ** 2)
            search = residual + new_norm / norm * search
            norm = new_norm
        assert norm < threshold
        stress = apply(local, strain)
        mean_stress = stress.mean(axis=(0, 1, 2))
        energy = np.mean(np.sum(stress * strain, axis=-1))
        assert np.isclose(energy, load @ mean_stress, rtol=1e-7)
        columns.append(mean_stress)
    result = np.array(columns).T
    assert np.allclose(result, result.T, atol=1e-5)
    return (result + result.T) / 2


# Solver check: layers normal to x have a harmonic-mean normal stiffness.
layer_factor = np.where(np.arange(SIZE) % 3 == 0, 3.0, 1.0)
layers = np.broadcast_to(layer_factor[:, None, None, None, None] * copper,
                         (SIZE, SIZE, SIZE, 6, 6))
laminate = effective_stiffness(layers)
assert np.isclose(laminate[0, 0], c11 / np.mean(1 / layer_factor), rtol=1e-6)


def solve_aggregate(grain_stiffness, labels):
    """Effective stiffness, after testing both matrix bounds."""
    local = grain_stiffness[np.kron(labels, np.ones((3, 3, 3), dtype=int))]
    effective = effective_stiffness(local)
    upper = local.mean(axis=(0, 1, 2))
    lower = np.linalg.inv(np.linalg.inv(local).mean(axis=(0, 1, 2)))
    assert np.linalg.eigvalsh(upper - effective).min() > -1e-5
    assert np.linalg.eigvalsh(effective - lower).min() > -1e-5
    return effective


# Copper aggregate: five cube orientations related by a fivefold axis.
golden = (1 + np.sqrt(5)) / 2
axis = np.array([0, 1, golden]) / np.hypot(1, golden)
five = Rotation.from_rotvec(2 * np.pi / 5 * np.arange(5)[:, None] * axis)
five_grains = rotate(copper, five.as_matrix())
assert np.allclose(five_grains.mean(axis=0), copper_mean_c, atol=1e-8)
copper_labels = rng.permutation(np.repeat(np.arange(5), 25)).reshape(5, 5, 5)
copper_effective = solve_aggregate(five_grains, copper_labels)
k_star, g_star = voigt_moduli(copper_effective)
assert np.isclose(k_star, bulk, rtol=1e-6)
assert g_reuss < g_star < g_voigt
spherical_part = np.outer(UNIT, UNIT) / 3
deviatoric = np.eye(6) - spherical_part
shear_values = np.linalg.eigvalsh(deviatoric @ copper_effective @ deviatoric)[1:] / 2

# Tetragonal aggregate: 125 random orientations, with a genuine bulk gap.
random_rotations = Rotation.from_quat(rng.normal(size=(125, 4))).as_matrix()
tetra_effective = solve_aggregate(rotate(tetragonal, random_rotations),
                                  np.arange(125).reshape(5, 5, 5))
tk_star, tg_star = voigt_moduli(tetra_effective)
tk_voigt, tg_voigt = voigt_moduli(tetragonal)
tk_reuss, tg_reuss = reuss_moduli(tetragonal)
assert tk_reuss < tk_star < tk_voigt
assert tg_reuss < tg_star < tg_voigt

# Range of the copper index when each input varies within its rounding.
rounded = []
for d11, d12, d44 in itertools.product((-5, 5), (-5, 5), (-0.5, 0.5)):
    trial = crystal(c11 + d11, c11 + d11, c12 + d12, c12 + d12,
                    c44 + d44, c44 + d44)
    kv, gv = voigt_moduli(trial)
    kr, gr = reuss_moduli(trial)
    rounded.append(5 * gv / gr + kv / kr - 6)

print("COPPER, rough two-figure inputs")
print(f"C11 = {c11:.0f} GPa")
print(f"C12 = {c12:.0f} GPa")
print(f"C44 = {c44:.0f} GPa")
print(f"C' = (C11-C12)/2 = {c_prime:.1f} GPa")
print(f"K_V = K_R = {bulk:.2f} GPa")
print(f"G_V = {g_voigt:.2f} GPa")
print(f"G_R = {g_reuss:.2f} GPa")
print(f"G_V - G_R = {g_voigt - g_reuss:.2f} GPa")
print(f"(G_V+G_R)/2 = {(g_voigt + g_reuss) / 2:.2f} GPa")
print(f"G_V/G_R = {g_voigt / g_reuss:.4f} (dimensionless)")
print(f"Zener ratio A = {zener:.3f} (dimensionless)")
print(f"A_U from averaged tensors = {contracted_index[0]:.4f} (dimensionless)")
print(f"A_U from cubic formula = {cubic_index(zener):.4f} (dimensionless)")
print(f"A_U lowest within input rounding = {min(rounded):.2f} (dimensionless)")
print(f"A_U highest within input rounding = {max(rounded):.2f} (dimensionless)")
print("COPPER AGGREGATE, periodic, five orientations")
print(f"grains = {copper_labels.size} (count)")
print(f"grid points = {SIZE ** 3} (count)")
print(f"K* = {k_star:.2f} GPa")
print(f"G* (isotropic projection) = {g_star:.2f} GPa")
print(f"smallest shear eigenvalue/2 = {shear_values.min():.2f} GPa")
print(f"largest shear eigenvalue/2 = {shear_values.max():.2f} GPa")
print("TETRAGONAL MODEL, 125 random orientations")
for name, value in tetra_input.items():
    print(f"{name.upper()} = {value:.0f} GPa")
print(f"K_R = {tk_reuss:.2f} GPa")
print(f"K* = {tk_star:.2f} GPa")
print(f"K_V = {tk_voigt:.2f} GPa")
print(f"G_R = {tg_reuss:.2f} GPa")
print(f"G* = {tg_star:.2f} GPa")
print(f"G_V = {tg_voigt:.2f} GPa")
print(f"A_U = {contracted_index[1]:.4f} (dimensionless)")
print("OK")
```

Running it gives:

```
COPPER, rough two-figure inputs
C11 = 170 GPa
C12 = 120 GPa
C44 = 75 GPa
C' = (C11-C12)/2 = 25.0 GPa
K_V = K_R = 136.67 GPa
G_V = 55.00 GPa
G_R = 41.67 GPa
G_V - G_R = 13.33 GPa
(G_V+G_R)/2 = 48.33 GPa
G_V/G_R = 1.3200 (dimensionless)
Zener ratio A = 3.000 (dimensionless)
A_U from averaged tensors = 1.6000 (dimensionless)
A_U from cubic formula = 1.6000 (dimensionless)
A_U lowest within input rounding = 1.06 (dimensionless)
A_U highest within input rounding = 2.45 (dimensionless)
COPPER AGGREGATE, periodic, five orientations
grains = 125 (count)
grid points = 3375 (count)
K* = 136.67 GPa
G* (isotropic projection) = 49.19 GPa
smallest shear eigenvalue/2 = 48.82 GPa
largest shear eigenvalue/2 = 49.67 GPa
TETRAGONAL MODEL, 125 random orientations
C11 = 200 GPa
C33 = 100 GPa
C12 = 80 GPa
C13 = 60 GPa
C44 = 40 GPa
C66 = 90 GPa
K_R = 86.67 GPa
K* = 94.75 GPa
K_V = 100.00 GPa
G_R = 46.89 GPa
G* = 50.24 GPa
G_V = 54.00 GPa
A_U = 0.9115 (dimensionless)
OK
```
